# Stress splitting of trigonal defect vibrations in cubic crystals

## One defect, several lines

A vibrational line of a defect in a cubic crystal can split in two when the crystal is pressed along [111], even if only one kind of defect is present and the mode is nondegenerate. The defect has a lower symmetry than the crystal and occurs in several orientations, which the stress can distinguish.

A trigonal defect has its axis along one of the ⟨111⟩ directions, and stress along [111] makes these directions inequivalent. Each centre vibrates at the frequency belonging to its own orientation. The spectrum is therefore a list of shifts, one set per orientation, and the list contains the splitting. An average over orientations gives something else: the shift of the centre of gravity or, with polarization weights, the first moment of a polarized band. Both the list and the averages are derived below.

## Assumptions and conventions

The centre has point symmetry $C_{3v}$. Its infrared-active modes are a nondegenerate one, of symmetry type A$_1$, and a doublet, of type E. To avoid a clash with a coefficient called $A_1$, I call them the singlet and the doublet.

The stress $\sigma_{ij}$ is homogeneous and refers to the cube axes; tension is positive. All orientations are equally populated and the centres do not reorient. Shifts are kept to first order in stress.

With $\lambda=(2\pi c\nu)^2$ an eigenvalue of the mass-weighted force-constant matrix and $\nu$ the wavenumber, $\delta\lambda=8\pi^2c^2\nu\,\delta\nu$, so

$$\delta\nu=\frac{\delta\lambda}{8\pi^2c^2\nu}.$$

For the singlet $\delta\lambda$ is the diagonal element of the perturbation. For the doublet it is a $2\times2$ matrix to be diagonalized. The perturbation is the full first-order change of the force constants, including the change due to the shifted equilibrium positions. Those positions follow the stress in a way that respects the symmetry of the centre, so the symmetry arguments below cover both contributions.

## What symmetry allows for the [111] centre

Use the orthonormal axes

$$X=\frac{(1,1,-2)}{\sqrt6},\quad Y=\frac{(-1,1,0)}{\sqrt2},\quad Z=\frac{(1,1,1)}{\sqrt3}.$$

The six operations of $C_{3v}$ are the permutations of the cube coordinates. They permute the triple $(\sigma_{xx},\sigma_{yy},\sigma_{zz})$, and they permute $(\sigma_{yz},\sigma_{zx},\sigma_{xy})$ in the same way, since each shear component can be labelled by its missing index.

Let $(a,b,c)$ be either triple. Its sum is invariant. Its components along $X$ and $Y$ are $(a+b-2c)/\sqrt6$ and $(b-a)/\sqrt2$; multiplied by $\sqrt6$ they form the pair

$$\big(a+b-2c,\ \sqrt3\,(b-a)\big),$$

which transforms like a vector in the $XY$ plane. Stress thus supplies two invariants and two such pairs.

**Singlet.** Its shift is a number that no operation of the centre changes. A linear function of a planar pair cannot survive a rotation by 120°, so only the invariants enter:

$$\Delta=a_1\,\mathrm{Tr}\,\sigma+2a_2(\sigma_{yz}+\sigma_{zx}+\sigma_{xy}).\tag{1}$$

**Doublet.** Choose the two amplitudes to transform like $X$ and $Y$. The shift matrix is real and symmetric, so it can be written

$$M=\begin{pmatrix}\alpha+p&-q\\-q&\alpha-p\end{pmatrix}.\tag{2}$$

The number $\alpha$ is invariant and has the form of (1) with its own coefficients:

$$\alpha=A_1\,\mathrm{Tr}\,\sigma+2A_2(\sigma_{yz}+\sigma_{zx}+\sigma_{xy}).$$

For $p$ and $q$, note that a rotation by $\varphi$ at fixed axes, which turns a vector through $\varphi$, turns a traceless symmetric matrix with entries $(m_1,m_2)$ through $2\varphi$. Here $(m_1,m_2)=(p,-q)$, so $p-iq$ acquires $e^{2i\varphi}$ and $p+iq$ acquires $e^{-2i\varphi}$. For $\varphi=120°$ the angle $-240°$ equals $+120°$, so $(p,q)$ turns like a vector. The mirror $Y\to-Y$ reverses $q$ and leaves $p$, again like a vector. This is the reason for the minus sign in (2).

A linear map from a stress pair to $(p,q)$ must commute with the mirror, which makes it diagonal, and with the 120° rotation, which makes its two diagonal entries equal. One constant per stress pair remains:

$$\begin{aligned}p&=B(\sigma_{xx}+\sigma_{yy}-2\sigma_{zz})+C(\sigma_{yz}+\sigma_{zx}-2\sigma_{xy}),\\ q&=\sqrt3\,B(\sigma_{yy}-\sigma_{xx})+\sqrt3\,C(\sigma_{zx}-\sigma_{yz}).\end{aligned}\tag{3}$$

The invariants cannot contribute, because a planar vector unchanged by a 120° rotation is zero. From $(\Delta-\alpha)^2=p^2+q^2$ the two shifts are

$$\Delta_\pm=\alpha\pm\sqrt{p^2+q^2}.\tag{4}$$

The singlet has two coefficients and the doublet four. The mirror planes matter here: with $C_3$ symmetry alone, each stress pair could also enter turned by 90°, and the doublet would have six.

## The other orientations

The four axes are $u=s/\sqrt3$ with

$$s=(1,1,1),\ (1,-1,-1),\ (-1,1,-1),\ (-1,-1,1).$$

The matrix $R=\mathrm{diag}(s)$ is the identity or a half-turn about a cube axis. It is a symmetry of the crystal and carries the [111] centre into the centre with axis $s$. That centre under stress $\sigma$ behaves as the [111] centre under $R^T\sigma R$, so one replaces

$$\sigma_{ij}\to s_is_j\sigma_{ij}\tag{5}$$

in (1)–(4). Normal stresses keep their sign; shear stresses may change it. Where the crystal also contains inverted centres, as the diamond structure does, they add no lines, because stress is unchanged by inversion.

## Uniaxial stress

For stress $\sigma$ along a unit vector $n$, $\sigma_{ij}=\sigma n_in_j$. All shifts below are divided by $\sigma$.

**Along [001].** The only nonzero component is $\sigma_{zz}$, and (5) does not affect it, so all orientations respond alike. The singlet shifts by $a_1$ without splitting. For the doublet $p=-2B$ and $q=0$, so the $X$ mode shifts by $A_1-2B$ and the $Y$ mode by $A_1+2B$. This splitting is a lifted degeneracy within each centre, not a difference between orientations.

**Along [111].** Every component equals $1/3$. For $s=(1,1,1)$ the shear sum is 1 and $p=q=0$: the singlet shifts by $a_1+2a_2$, and the doublet stays degenerate at $A_1+2A_2$, since the stress keeps the threefold axis of this centre. For $s=(-1,-1,1)$, $\sigma_{xy}\to1/3$ while $\sigma_{yz},\sigma_{zx}\to-1/3$. The shear sum is $-1/3$, $q=0$, and

$$p=C\left(-\tfrac13-\tfrac13-\tfrac23\right)=-\tfrac43C.$$

The singlet shifts by $a_1-\tfrac23a_2$, the doublet by $A_1-\tfrac23A_2\mp\tfrac43C$, upper sign for $X$. A threefold rotation about the stress axis carries this centre into the other two oblique ones, which therefore shift equally.

**Along [110].** Here $\sigma_{xx}=\sigma_{yy}=1/2$ and $\sigma_{xy}\to\pm1/2$, with the upper sign for $s=(1,1,1)$ and $(-1,-1,1)$. The singlet shifts by $a_1\pm a_2$. For the doublet $q=0$ and $p=B\mp C$. The first two orientations give $A_1+A_2\pm(B-C)$, the other two $A_1-A_2\pm(B+C)$; within each pair of lines the plus sign belongs to $X$.

The singlet thus gives 1, 2 and 2 lines along [001], [111] and [110], the doublet 2, 3 and 4, barring accidental coincidences. The singlet contains a consistency check: its splitting is $\tfrac83a_2$ along [111] and $2a_2$ along [110], in the ratio $4/3$ for any trigonal centre that meets the assumptions above.

## Polarized strengths

By the same symmetry argument, the transition dipole of the singlet lies along $Z$ and those of the doublet along $X$ and $Y$, with equal magnitude. For unit dipoles $d$ and light polarized along $e$, the strength of a line is the sum of $(e\cdot d)^2$ over its modes in the four orientations. For the dipoles of orientation $s$ one may use the [111] axes and replace $e_i$ by $s_ie_i$.

For the singlet under [111] stress and $e\parallel[111]$, the aligned centre contributes 1 and each oblique centre $(1/3)^2=1/9$. The strengths are $1:\tfrac13$. For $e$ perpendicular to the stress they are $0:\tfrac43$.

For the doublet under [001] stress, $(e\cdot X)^2=2/3$ and $(e\cdot Y)^2=0$ when $e\parallel[001]$. Four orientations give $8/3$ and 0. For $e\parallel[100]$ the squares are $1/6$ and $1/2$, and the strengths $2/3$ and 2. The component visible with $e$ along the stress is therefore the one at $A_1-2B$. Line positions alone give $|B|$; polarization gives its sign.

Under [111] stress the aligned doublet is invisible for $e\parallel[111]$. For an oblique centre the polarization becomes $(-1,-1,1)/\sqrt3$ up to sign, with

$$(e\cdot X)^2=\left(\frac{-1-1-2}{\sqrt{18}}\right)^2=\frac89,\qquad (e\cdot Y)^2=0.$$

Three centres give $8/3$, all of it in the line $A_1-\tfrac23A_2-\tfrac43C$. This fixes the sign of $C$. For $e$ perpendicular to [111] the aligned doublet has strength 1. The three oblique $X$ dipoles have a total squared transverse part $3(1-\tfrac89)=\tfrac13$, shared equally by the two transverse directions: $\tfrac16$. The $Y$ dipoles are wholly transverse and give $\tfrac32$.

For [110] stress, inserting the three polarizations gives:

| doublet line | [110] | [001] | [1−10] |
|---|---|---|---|
| $A_1+A_2+(B-C)$ | 2/3 | 4/3 | 0 |
| $A_1+A_2-(B-C)$ | 0 | 0 | 2 |
| $A_1-A_2+(B+C)$ | 0 | 4/3 | 2/3 |
| $A_1-A_2-(B+C)$ | 2 | 0 | 0 |

Each column adds up to $8/3$, the strength of the unsplit doublet.

## What averaging does give

Over the four orientations $s_xs_y$ takes the values $1,-1,-1,1$, and the other products behave likewise, so $\langle s_is_j\rangle=0$ for $i\ne j$. The shear terms drop out of the mean shift:

$$\langle\Delta\rangle=a_1\mathrm{Tr}\,\sigma\ \text{(singlet)},\qquad \langle\Delta\rangle=A_1\mathrm{Tr}\,\sigma\ \text{(doublet)}.$$

For the doublet the mean runs over both modes, and $\pm\sqrt{p^2+q^2}$ cancels within each centre. Averaging before listing would thus erase the splitting.

A polarized spectrum weights the orientations unequally. If the components are not resolved, its first moment is still defined. Let $T=\mathrm{Tr}\,\sigma$, $D=\sum_i\sigma_{ii}e_i^2$ and $S=\sum_{i\neq j}\sigma_{ij}e_ie_j$.

**Singlet.** The weight is $(e\cdot u)^2=\tfrac13\big(1+\sum_{i\ne j}s_is_je_ie_j\big)$, with mean $1/3$, and the shift is $a_1T+a_2\sum_{i\ne j}s_is_j\sigma_{ij}$. In the product of the two sums, a term survives the average if both factors contain the same index pair; if they share one index, a vanishing $\langle s_js_l\rangle$ remains. Each pair can be matched in two orders, so the mean product is $2S$. Dividing by the mean weight gives

$$\overline\Delta=a_1T+2a_2S.\tag{6}$$

**Doublet.** The weighted sum of the shifts of one centre is $e^T[\alpha(1-ZZ^T)+N]e$, with $N=p(XX^T-YY^T)-q(XY^T+YX^T)$. The mean weight is $1-\tfrac13=\tfrac23$. The $\alpha$ term averages to $\tfrac23A_1T-\tfrac13A_2\cdot2S$, which after division is $A_1T-A_2S$.

Multiplying out the axes gives

$$N_{xx}=N_{yz}=-\frac p3+\frac q{\sqrt3},\quad N_{yy}=N_{zx}=-\frac p3-\frac q{\sqrt3},\quad N_{zz}=N_{xy}=\frac{2p}3.$$

Insert (3). The $B$ part of $N_{zz}$ is $\tfrac23B(T-3\sigma_{zz})$, and that of $N_{xx}$ is

$$B\left(-\tfrac T3+\sigma_{zz}+\sigma_{yy}-\sigma_{xx}\right)=\tfrac23B(T-3\sigma_{xx}),$$

with the same pattern for $yy$. These diagonal terms do not depend on $s$ and contribute $\tfrac23B(T-3D)$; the off-diagonal $B$ terms carry $s_is_j$ and average to zero.

The $C$ part of $N_{xy}$ is $\tfrac23C(U-3\sigma_{xy})$ with $U=\sigma_{yz}+\sigma_{zx}+\sigma_{xy}$. Apply (5), multiply by $s_xs_y$ from the polarization, and average: $U$ leaves $\sigma_{xy}$, so the result is $\tfrac23C(1-3)\sigma_{xy}=-\tfrac43C\sigma_{xy}$. The other off-diagonal elements follow alike, and the diagonal $C$ terms average to zero. The sum is $-\tfrac43CS$. Dividing by $\tfrac23$,

$$\overline\Delta=A_1T-(A_2+2C)S-B(3D-T).\tag{7}$$

The first moments of unresolved doublet spectra therefore determine $A_2+2C$, but not $A_2$ and $C$ separately.

## A worked model

A light atom of mass 1 u is bound to a host atom by a Morse potential (depth 3.5 eV, range parameter 1.6 Å⁻¹, length 1.5 Å). Three back neighbours of that host atom repel the light atom with an exponential potential of 0.2 eV at 3.2 Å and decay length 0.4 Å. For the [111] centre they lie, seen from the host atom, at $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$ times a quarter of the lattice constant. The lattice constant is 5.4 Å, and the elastic constants $C_{11},C_{12},C_{44}$ are 160, 60 and 80 GPa. These are round model values and represent no particular defect. Host atoms follow the homogeneous strain; their vibration and any internal strain are left out. The dipole is taken proportional to the displacement of the light atom.

Relaxed, the bond is 1.568 Å long, the singlet lies at 1980.7 cm⁻¹ and the doublet at 561.2 cm⁻¹. Two stress tensors applied to the [111] centre yield, in cm⁻¹/GPa,

$$a_1=1.411,\ a_2=-0.257;\quad A_1=-1.225,\ A_2=-0.112,\ B=-1.102,\ C=-0.411.$$

Now compress by 0.2 GPa, so $\sigma=-0.2$ GPa. Along [001] the doublet rates are

$$A_1-2B=-1.225+2.205=0.980,\qquad A_1+2B=-1.225-2.205=-3.430,$$

and the shifts are $-0.196$ and $+0.686$ cm⁻¹. The singlet moves by $-0.282$ cm⁻¹ without splitting.

Along [111] the singlet rates are $1.411-0.514=0.897$ and $1.411+0.171=1.582$, giving $-0.179$ and $-0.316$ cm⁻¹. The doublet gives three lines, at $+0.290$, $+0.121$ and $+0.340$ cm⁻¹. With $e\parallel[111]$ only the one at $+0.121$ cm⁻¹ is seen.

Along [110] the singlet rates are 1.154 and 1.668. Their difference of 0.514, against $1.582-0.897=0.685$ along [111], shows the ratio $4/3$. The doublet lines lie at $+0.406$, $+0.129$, $+0.525$ and $-0.080$ cm⁻¹.

Equation (6) can be read off the [111] singlet lines. For $e\parallel[111]$, $S=\tfrac23$ per unit stress, and the moment is $1.411-\tfrac43(0.257)=1.068$. The lines give $(1\times0.897+\tfrac13\times1.582)/\tfrac43=1.068$.

In this model the singlet falls under compression while the mean of the doublet rises. These signs, like the values of the six coefficients, follow from the chosen potentials and the rigidly strained host; symmetry does not fix them, and they are no prediction for a real hydrogen centre.

The six coefficients were tested against direct relaxation and diagonalization for general stresses and all eight orientations, inverted centres included. With the four orientations of (5), the same direct calculation was used to test the multiplicities and strengths under the three uniaxial stresses, and the mean shifts and first moments under the general stresses. The values are in the numerical output.

## Where the result stops

*Large stress.* Second-order terms include the mixing of singlet and doublet. Its contribution to $\lambda$ is the square of the stress-induced coupling divided by their separation in $\lambda$, so at fixed coupling it grows as the separation shrinks. In the model the largest nonlinear part of a shift under the three uniaxial loads is 0.0007 cm⁻¹ at 0.2 GPa. It falls by a factor of 4.00 when the load is halved, as a quadratic term should. The model host is linearly elastic; the third-order elastic constants of a real crystal add further quadratic terms that this figure does not contain. The closest pair of lines, the [111] doublet components at $+0.290$ and $+0.340$ cm⁻¹, is 0.05 cm⁻¹ apart, so the linear list is accurate enough to order them. Whether they are resolved in a spectrum depends on their widths.

*Reorientation.* If centres can turn while the stress is applied, they favour the orientations of lower energy. Slow turning changes the populations, and with them the strengths, but not the line positions. The energy of a centre with a nondegenerate ground state obeys the same symmetry as (1), so to first order [001] stress leaves the populations equal, whereas [111] and [110] stress can change them. If a centre turns so fast that it does not keep one orientation long enough for the line separation to be resolved, the static list no longer applies.

*Inhomogeneous stress.* Each region then contributes its own list. If only the magnitude of the uniaxial stress varies, and not its direction, the components broaden in proportion to the absolute values of their rates. Among the lines of the model, the doublet line at $A_1+2B$ under [001] stress has the largest such value and would broaden most for a given spread of stress.

## Table of computed values

```
lattice constant: 5.4 angstrom; mass: 1.0 u
elastic constants C11, C12, C44: 160.0, 60.0, 80.0 GPa
Morse depth, range parameter, length: 3.5 eV, 1.6 1/angstrom, 1.5 angstrom
repulsion 0.2 eV at 3.2 angstrom, decay length 0.4 angstrom
relaxed bond length: 1.5683 angstrom
unstressed A1 mode: 1980.74 cm^-1
unstressed E mode: 561.23 cm^-1
number of coefficients, A1 mode: 2; E mode: 4
A1 mode a1, a2: 1.4109, -0.2570 cm^-1/GPa
E mode A1, A2: -1.2251, -0.1115 cm^-1/GPa
E mode B, C: -1.1024, -0.4107 cm^-1/GPa
hydrostatic rates 3*a1, 3*A1: 4.233, -3.675 cm^-1/GPa (per unit equal normal stress)
uniaxial load: -0.2 GPa (negative = compression)
mean shift at this load, A1 mode: -0.282 cm^-1; E mode: 0.245 cm^-1
columns: mode, stress axis, line, modes in four orientations,
  direct rate, formula rate (cm^-1/GPa), shift at load (cm^-1),
  strengths summed over four orientations, unit dipoles;
  polarizations [001]: 001,100; [111]: 111,1-10; [110]: 110,001,1-10
A1 [001] a1             4    1.411    1.411  -0.282  1.333 1.333
A1 [111] a1+2a2         1    0.897    0.897  -0.179  1.000 0.000
A1 [111] a1-2a2/3       3    1.582    1.582  -0.316  0.333 1.333
A1 [110] a1+a2          2    1.154    1.154  -0.231  1.333 0.667 0.000
A1 [110] a1-a2          2    1.668    1.668  -0.334  0.000 0.667 1.333
E  [001] A1-2B          4    0.980    0.980  -0.196  2.667 0.667
E  [001] A1+2B          4   -3.430   -3.430   0.686  0.000 2.000
E  [111] A1+2A2         2   -1.448   -1.448   0.290  0.000 1.000
E  [111] A1-2A2/3-4C/3  3   -0.603   -0.603   0.121  2.667 0.167
E  [111] A1-2A2/3+4C/3  3   -1.698   -1.698   0.340  0.000 1.500
E  [110] A1+A2+(B-C)    2   -2.028   -2.028   0.406  0.667 1.333 0.000
E  [110] A1+A2-(B-C)    2   -0.645   -0.645   0.129  0.000 0.000 2.000
E  [110] A1-A2+(B+C)    2   -2.627   -2.627   0.525  0.000 1.333 0.667
E  [110] A1-A2-(B+C)    2    0.399    0.399  -0.080  2.000 0.000 0.000
largest error, general stresses: 1.5e-09 cm^-1/GPa
largest error, polarized first moments: 1.3e-09 cm^-1/GPa
largest nonlinear part at 0.2 GPa: 0.0007 cm^-1
largest nonlinear part at 0.1 GPa: 0.0002 cm^-1
ratio of the nonlinear parts: 4.00
```
